# Recovering Primary and Secondary Coma from Coherent Grating Shifts

## Result

A grating of pitch $p$ is imaged with coherent, axial light of wavelength $\lambda$ through a lens of numerical aperture $NA$. If $\lambda/NA\le p<2\lambda/NA$, coma and tilt displace its image by

$$
s(u)=-\frac{t+a(3u-2)+b(10u^2-12u+3)}{NA},\qquad u=\left(\frac{\lambda}{p\,NA}\right)^2. \tag{1}
$$

Here $t$, $a$ and $b$ are the coefficients of tilt, primary coma and secondary coma, as path lengths in nm. Shifts at three or more distinct pitches determine $a$ and $b$ by least squares, once the mean over pitches has been subtracted from the data and from the model. Tilt is lost in that subtraction, together with any error of the measuring origin.

If three pitches are equally spaced by $h$ in $u$ and each shift has independent noise of standard deviation $q$, the recovered secondary coma has standard deviation

$$
\sigma_b=\frac{\sqrt{1.5}\,NA\,q}{10\,h^2}. \tag{2}
$$

Halving the spacing quadruples the noise. Nearly equal pitches therefore give a poor value of $b$, and usually of $a$ as well, even when every shift is measured well.

## The shift of a three-beam image

Let the pupil radius be 1 at the aperture edge. The diffraction orders $n$ of the grating cross the pupil at $nr$, with $r=\lambda/(p\,NA)$. The first orders pass if $r\le1$ and the second are blocked if $2r>1$, which gives the stated range of pitch.

The pupil multiplies each order by $\exp(2\pi iW/\lambda)$, where $W$ is the path error. Its part odd in position along the grating normal $x$ is taken as

$$
W_o(r)=t\,r+a(3r^3-2r)+b(10r^5-12r^3+3r).
$$

These are fringe Zernike polynomials, which reach 1 at the pupil edge. Trefoil and higher coma are set to zero for now.

For a symmetric grating the first orders have equal real amplitudes $A_1$, and the zero order has amplitude $A_0$. Write the phases of the first orders as $\phi_e\pm\phi_o$, with $\phi_o=2\pi W_o/\lambda$, and that of the zero order as $\phi_0$. Then

$$
\begin{aligned}
E&=A_0e^{i\phi_0}+A_1e^{i\phi_e}\left[e^{i(2\pi x/p+\phi_o)}+e^{-i(2\pi x/p+\phi_o)}\right]\\
&=A_0e^{i\phi_0}+2A_1e^{i\phi_e}\cos\psi,\qquad \psi=\frac{2\pi x}{p}+\phi_o .
\end{aligned}
$$

With $\delta=\phi_e-\phi_0$, the intensity is

$$
|E|^2=A_0^2+4A_1^2\cos^2\psi+4A_0A_1\cos\delta\,\cos\psi. \tag{3}
$$

It is even in $\psi$. The image is therefore symmetric about $\psi=0$, and the midpoint of two edges taken at one intensity threshold lies at

$$
s=-\frac{p\,\phi_o}{2\pi}=-\frac{pW_o}{\lambda}=-\frac{W_o(r)}{NA\,r}.
$$

The last form uses $p=\lambda/(NA\,r)$. Dividing $W_o$ by $r$ and setting $u=r^2$ gives (1).

Defocus and spherical aberration enter through $\delta$. They change the contrast but not the centre. Uniform flare adds a constant to (3) and does not move the centre either. For light polarized in the plane of incidence, the first orders travel at angles $\pm\alpha$. The field component along $x$ contains $\cos\alpha\cos\psi$ and the axial component is proportional to $\sin\alpha\sin\psi$. Both squared moduli are even in $\psi$, so (1) still holds.

The feature must be identified, because $\psi=\pi$ is also a centre of symmetry. If defocus makes $\cos\delta$ change sign, the stronger bright line moves by half a pitch. At $\cos\delta=0$ the two lines are equal and the choice is lost.

## Least squares without the common shift

For pitch $j$ define

$$
f_j=-\frac{3u_j-2}{NA},\qquad g_j=-\frac{10u_j^2-12u_j+3}{NA}.
$$

The data are $s_j=k+af_j+bg_j+e_j$. The constant $k$ holds $-t/NA$ and the origin error, and $e_j$ is noise. Minimise

$$
J=\sum_j(s_j-k-af_j-bg_j)^2 .
$$

Setting $\partial J/\partial k=0$ gives $k=\bar s-a\bar f-b\bar g$, where bars denote means over the pitches. Inserting this leaves

$$
J=\sum_j(S_j-aF_j-bG_j)^2,
$$

with $S_j=s_j-\bar s$, $F_j=f_j-\bar f$ and $G_j=g_j-\bar g$. Removing the mean is thus the same as fitting the constant jointly. The derivatives with respect to $a$ and $b$ give

$$
\begin{aligned}
a\sum F_j^2+b\sum F_jG_j&=\sum F_jS_j,\\
a\sum F_jG_j+b\sum G_j^2&=\sum G_jS_j .
\end{aligned}
$$

With $\Delta=\sum F_j^2\sum G_j^2-(\sum F_jG_j)^2$, elimination yields

$$
\begin{aligned}
a&=\frac{\sum G_j^2\sum F_jS_j-\sum F_jG_j\sum G_jS_j}{\Delta},\\
b&=\frac{\sum F_j^2\sum G_jS_j-\sum F_jG_j\sum F_jS_j}{\Delta}.
\end{aligned}
$$

The algorithm is short:

1. Compute $u_j$, $f_j$ and $g_j$ from the pitches.
2. Subtract the means from $f_j$, $g_j$ and $s_j$.
3. Solve the two equations. When $\Delta$ is small, it is safer to solve the least-squares problem by an orthogonal factorization of the centred columns, without forming the two equations.
4. Compute the covariance below before interpreting the result.

With two pitches, each centred column is a multiple of $(1,-1)$, so $\Delta=0$ and $a$ and $b$ cannot be separated. With three distinct pitches the functions $1,u,u^2$ are independent, since their determinant is the product of the differences of the $u_j$. The fit is then unique.

## Propagation of noise

Let $B$ be the matrix with columns $F$ and $G$. Each column sums to zero, so $B^TS=B^Ts$, and the estimate is $Ms$ with $M=(B^TB)^{-1}B^T$. For independent errors of variance $q^2$,

$$
\operatorname{Cov}(a,b)=q^2MM^T=q^2(B^TB)^{-1}. \tag{4}
$$

If $B$ has singular values $\beta_1\ge\beta_2$, the least certain combination of $a$ and $b$ has standard deviation $q/\beta_2$. A small $\beta_2$ means that some mixture of the two comas hardly changes the centred shifts.

One may instead subtract the shift of a single reference pitch and fit the differences with equal weights. All differences then share the reference error. This estimator is another matrix $N$ acting on $s$, with $N\mathbf 1=0$ and $NB=I$. Since $MB=I$ too, $(N-M)B=0$ and hence $(N-M)M^T=0$. It follows that

$$
NN^T=MM^T+(N-M)(N-M)^T .
$$

The last term cannot reduce a variance, so the reference method is never better than removal of the mean under this noise model.

## Why nearly equal pitches fail

Write (1) as a parabola, $s=\text{constant}+Bu+Cu^2$, where $B$ is now a number. Comparing powers of $u$,

$$
B=-\frac{3a-12b}{NA},\qquad C=-\frac{10b}{NA}.
$$

Therefore $b=-NA\,C/10$ and $a=-NA\,B/3+4b$. Secondary coma is read from the curvature alone. Let $D=B+2mC$ be the slope at a chosen point $m$. Substituting $B=D-2mC$ and $4b=-0.4\,NA\,C$ gives

$$
a=-\frac{NA}{3}\left[D+(1.2-2m)C\right]. \tag{5}
$$

For three pitches at $u=m-h,\ m,\ m+h$, with shifts $s_1,s_2,s_3$,

$$
D=\frac{s_3-s_1}{2h},\qquad C=\frac{s_1-2s_2+s_3}{2h^2}.
$$

The squared weights give

$$
\operatorname{Var}D=\frac{2q^2}{4h^2}=\frac{q^2}{2h^2},\qquad
\operatorname{Var}C=\frac{6q^2}{4h^4}=\frac{3q^2}{2h^4}.
$$

The covariance is proportional to $(-1)(1)+(0)(-2)+(1)(1)=0$. Multiplying the standard deviation of $C$ by $NA/10$ gives (2), and (5) gives

$$
\sigma_a=\frac{NA\,q}{3}\sqrt{\frac1{2h^2}+\frac{3(1.2-2m)^2}{2h^4}}. \tag{6}
$$

The two terms under the root are equal at $h=\sqrt3\,|1.2-2m|$. Well below this spacing, $\sigma_a$ also grows as $1/h^2$. The exception is $m=0.6$, where the second term vanishes and $\sigma_a$ grows as $1/h$. There the derivative $20u-12$ of the secondary-coma term is zero, so an error in $b$ is not passed on to the slope that determines $a$.

For pitches $p-d,\ p,\ p+d$ with $d\ll p$, the derivative $du/dp=-2u/p$ gives $h\simeq2ud/p$. Equation (2) becomes

$$
\sigma_b\simeq\frac{\sqrt{1.5}\,NA\,q}{40u^2}\left(\frac pd\right)^2. \tag{7}
$$

More pitches change the prefactor but not the power. Let $u_j=m+hv_j$ with a fixed pattern $v_j$. Remove from the column $u_j^2$ its best fit by a constant and a line, and call the remainder $R_j$. Then $C=\sum R_js_j/\sum R_j^2$, with variance $q^2/\sum R_j^2$. The constant and linear parts of $(m+hv_j)^2$ drop out, so $R_j$ is $h^2$ times the corresponding remainder of $v_j^2$. With $Q$ the sum of squares of the latter,

$$
\sigma_b=\frac{NA\,q}{10h^2\sqrt Q}.
$$

For $v=(-1,-\tfrac12,0,\tfrac12,1)$ the remainders of $v^2$ are $(\tfrac12,-\tfrac14,-\tfrac12,-\tfrac14,\tfrac12)$, so $Q=0.875$. For three points $Q=2/3$, which returns (2). Pitches added to an existing set cannot lower $Q$, but their number alone does not decide it: the pattern $(-1,-0.8,0.8,1)$ has remainders $\pm0.18$ and $Q=0.13$, because it has no pitch near the middle.

## Two sets of five pitches

Take $\lambda=193$ nm, $NA=0.75$ and $q=0.10$ nm. The allowed pitches run from 257.3 to 514.7 nm. The aberrations are $t=3.0$, $a=2.0$ and $b=-0.8$ nm. At 280 nm, $u=0.84465$, so $3u-2=0.534$ and $10u^2-12u+3=-0.001$. Hence

$$
s=-\frac{3.0+2.0(0.534)-0.8(-0.001)}{0.75}=-5.43\ \text{nm}.
$$

The same chosen errors, $+0.10,-0.05,-0.12,+0.03,+0.08$ nm, are added in order of increasing pitch to a wide and a crowded set.

| Wide $p$ (nm) | $u$ | $s$ (nm) | With error (nm) |
|---:|---:|---:|---:|
| 280 | 0.8446 | −5.425 | −5.325 |
| 310 | 0.6891 | −4.735 | −4.785 |
| 350 | 0.5406 | −3.594 | −3.714 |
| 410 | 0.3939 | −2.005 | −1.975 |
| 480 | 0.2874 | −0.564 | −0.484 |

| Crowded $p$ (nm) | $u$ | $s$ (nm) | With error (nm) |
|---:|---:|---:|---:|
| 330 | 0.6081 | −4.171 | −4.071 |
| 340 | 0.5728 | −3.882 | −3.932 |
| 350 | 0.5406 | −3.594 | −3.714 |
| 360 | 0.5110 | −3.310 | −3.280 |
| 370 | 0.4837 | −3.032 | −2.952 |

The least-squares results and the standard deviations from (4) are:

| Set | $a$ (nm) | $b$ (nm) | $\sigma_a$ (nm) | $\sigma_b$ (nm) |
|---|---:|---:|---:|---:|
| Wide | 1.96 | −0.98 | 0.061 | 0.105 |
| Crowded | 0.74 | −4.33 | 0.79 | 2.07 |

The crowded set misses $b$ by 3.5 nm, more than four times its true size, although no shift is wrong by more than 0.12 nm. This is 1.7 standard deviations, as is the error of 0.18 nm in the wide set. The chosen errors are positive at both ends and negative in the middle. They add positive curvature $C$, and $b=-NA\,C/10$ therefore comes out too negative.

The half-ranges in $u$ are 0.279 and 0.062. Treating each set as equally spaced, the five-point law predicts a noise ratio of $(0.279/0.062)^2\simeq20$ for $b$; equation (4) gives 19.8. The noise of $a$ rises by a factor of 12.9. The smaller singular value falls from 0.920 to 0.0453, so the worst combination has standard deviation $0.10/0.0453=2.2$ nm.

Using the shortest pitch as reference raises $\sigma_b$ slightly, from 0.105 to 0.106 nm in the wide set and from 2.07 to 2.10 nm in the crowded set. The shortest pitch is close to the best reference; the worst choice among the five raises $\sigma_b$ by 26% in the wide set and 28% in the crowded set, and $\sigma_a$ by up to 34%. The choice of pitches still matters far more here than the choice of reference.

For three pitches, (2) and (6) give the following values in nm:

| $h$ | $\sigma_a$, $m=0.55$ | $\sigma_b$ | $\sigma_a$, $m=0.60$ |
|---:|---:|---:|---:|
| 0.280 | 0.074 | 0.117 | 0.063 |
| 0.140 | 0.201 | 0.469 | 0.126 |
| 0.070 | 0.674 | 1.875 | 0.253 |
| 0.035 | 2.550 | 7.498 | 0.505 |

At $m=0.55$ the two contributions to $\sigma_a$ are equal at $h=0.17$. The last halving of $h$ multiplies $\sigma_a$ by 3.8, close to the limiting factor of 4. At $m=0.60$ it multiplies $\sigma_a$ by 2.

Setting $\sigma_b=|b|=0.8$ nm in (2) gives $h=0.107$. With $m=0.55$ this means pitches of 317, 347 and 387 nm. A closer set with the same $m$ and $q$ has noise larger than the secondary coma sought. For 340, 350 and 360 nm, (7) gives $\sigma_b=9.63$ nm, against 9.62 nm from (4).

## Trefoil and other errors of the model

Low noise does not protect against a missing aberration. Trefoil $c\,r^3\cos3\theta$, seen by a grating whose normal lies at $\theta=0$, adds $cu$ to the bracket in (1). Primary coma $c/3$ adds the same term apart from a constant. A single grating direction therefore cannot separate them, whatever the pitches: 1 nm of trefoil is read as 0.33 nm of primary coma.

Three directions, $\theta=0^\circ,60^\circ,120^\circ$, remove this error. Measure each shift along its own grating normal and form

$$
s_x=\frac23\sum_\theta s(\theta)\cos\theta .
$$

The values of $\cos\theta$ are $1,\tfrac12,-\tfrac12$, those of $\sin\theta$ are $0,\tfrac{\sqrt3}{2},\tfrac{\sqrt3}{2}$, and those of $\cos3\theta$ are $1,-1,1$. Hence $\sum\cos^2\theta=\tfrac32$, while $\sum\cos\theta\sin\theta=0$ and $\sum\cos\theta\cos3\theta=0$. Coma along $x$ is kept; coma along $y$ and trefoil cancel. The noise of $s_x$ is $\tfrac23\sqrt{3/2}\,q=0.82q$. The $\cos5\theta$ part of fivefold aberration does not cancel, because $\cos5\theta=\cos\theta$ at these angles; the $\sin5\theta$ part equals $-\sin\theta$ there and does cancel.

To size other omissions, images of the wide set were summed from the transmitted orders, with 30 nm of defocus and 1 nm of spherical aberration, $6r^4-6r^2+1$. Edge midpoints at 0.25 of the clear-field intensity were found numerically for a clear fraction of 0.45, then fitted as above. The false contributions are:

| Added effect | To $a$ (nm) | To $b$ (nm) |
|---|---:|---:|
| Tertiary coma, 0.3 nm | −0.201 | −0.012 |
| Source radius 0.05 | −0.020 | +0.000 |
| Source tilt 0.01 | +0.047 | −0.006 |
| Amplitude tilt 0.005 | −0.014 | +0.002 |

Tertiary coma is $35r^7-60r^5+30r^3-4r$ times $\cos\theta$. Only 0.3 nm of it biases $a$ by more than three times $\sigma_a$. It can be fitted as a further column, which requires at least four pitches and costs noise: $\sigma_a$ rises from 0.061 to 0.155 nm in the wide set, not far below the bias removed, and from 0.79 to 28 nm in the crowded set.

Source radius and tilt are in units of the pupil radius; the source was a uniform disc sampled at 24 points. At this defocus the bias from a small source radius $\sigma$ comes almost wholly from the secondary coma itself; with $b=0$ the false $a$ at radius 0.05 is $-0.0006$ nm, growing to $-0.004$ nm at 60 nm of defocus. Averaging $W$ over the disc adds $\tfrac18\sigma^2\nabla^2W$, and $\nabla^2(10r^5\cos\theta)=240r^3\cos\theta$ gives a term $30b\sigma^2r^3$, read as primary coma $10b\sigma^2=-0.020$ nm. For a source tilt $\epsilon$ and defocus path error $z(\sqrt{1-NA^2r^2}-1)$, the quadratic term is $-zNA^2r^2/2$. Half its difference between the two first orders is $-zNA^2r\epsilon$, which gives a shift $zNA\,\epsilon=0.225$ nm at every pitch. Removal of the mean eliminates it. The images give a mean added shift of 0.257 nm, of which 0.274 nm comes from the full defocus term and $-0.016$ nm from the spherical aberration, and a range of 0.108 nm over the pitches; the varying part produces the false coma. Most of it comes from the spherical aberration $c=1$ nm: half the difference of $c(6r^4-6r^2+1)$ between the first orders is $c\,\epsilon(24r^3-12r)$, read as primary coma $8c\epsilon=+0.080$ nm. The higher terms of the defocus contribute about $-0.030$ nm and the coma terms $-0.003$ nm, so the entry $+0.047$ is a partial cancellation.

Amplitude tilt means a pupil transmission factor $1+0.005r$ along $x$. With $\eta=0.005r$, it changes the interference term in (3) to $4A_0A_1(\cos\delta\cos\psi-\eta\sin\delta\sin\psi)$. The new part is odd in $\psi$, so it moves the image when defocus or spherical aberration makes $\sin\delta\ne0$. The intensity is then no longer symmetric, and the entry depends on the conditions: the false $a$ is $-0.019$ nm at threshold 0.15, $-0.010$ nm at threshold 0.5, and $+0.018$ nm with the defocus reversed.

## Relation to a lithography scanner

The wavelength and aperture correspond to a dry ArF scanner. Coma of about a nanometre and averaged shift noise of 0.10 nm are rough, round assumptions, not data from a particular tool. The nearly coherent source is an assumption too: a source that fills several tenths of the pupil radius lies outside the model. At 480 nm the second order lies at $2r=1.072$, so a centred source larger than 0.072 lets part of it in. At 280 nm the first order lies at $r=0.919$, so a source larger than 0.081 loses part of it at the pupil edge. Equation (1) then no longer describes the image, and the small bias found for radius 0.05 must not be extrapolated: for the wide set the false contributions to $a$ and $b$ are $-0.34$ and $-0.14$ nm at radius 0.15, $-0.62$ and $-0.24$ nm at 0.2, and $-1.24$ and $-0.18$ nm at 0.3. These values are for a finely sampled disc and threshold 0.25. They depend on the threshold: at radius 0.2 they are $-0.75$ and $-0.45$ nm at threshold 0.15, and $-0.55$ and $-0.07$ nm at threshold 0.4. Mask placement errors that differ between pitches also enter as shift errors. Repeated exposures of the same mask do not average them away, so their wafer-scale size must be included in the error budget.
